# Why Face-Neighbour Shortest-Path Development Never Gives a Circular Front

**Question.** A resist film of uniform development rate is opened at one point of its cross-section. Its development is computed on a square grid: developer passes from a node to any of its four face neighbours, each step takes the grid spacing divided by the rate, and the arrival time at a node is that of the quickest path. Why does the computed front fail to become circular when the grid is refined, and how large is the error that stays?

**Answer.**

### The mechanism: half the time in each direction

Let $x$ be the sideways position, $z\ge 0$ the depth, $R$ the development rate and $h$ the grid spacing. The source is at $x=z=0$, and $r=\sqrt{x^2+z^2}$. Resist removal is taken to be local: the front advances along its own normal at speed $R$, whatever its orientation.

On the grid, developer moves at speed $R$ too, but at any moment it moves along one axis only. To go down a diagonal it must spend half its time moving sideways and half moving down. Its mean velocity is then $(R/2,R/2)$, with magnitude

$$\sqrt{(R/2)^2+(R/2)^2}=\frac{R}{\sqrt2}.$$

A finer grid lets the two motions alternate more often. It does not change the share of time given to each, so the mean velocity stays the same.

The geometry says this in another way. Take the staircase that alternates one step sideways with one step down. Its corners lie at most $h/\sqrt2$ from the diagonal chord, so the staircase approaches the chord as $h\to0$. Its length does not approach the chord's length. If the chord ends at $(L,L)$, the steps add up to $L+L=2L$ for every $h$, while the chord measures $\sqrt2L$. Closeness in position does not make the lengths agree. For that the directions of the pieces must approach that of the chord as well, except on a vanishing share of the length, and here the pieces never turn towards the diagonal.

### The two arrival times

In the continuum, the arrival time is the least travel time over all curves from the source,

$$T=\min\int\frac{ds}{R},\qquad ds=\sqrt{dx^2+dz^2}.$$

For uniform $R$ the shortest curve is the straight line, so $T=r/R$. The front at time $t$ is the half circle $r=Rt$.

On the grid, consider the node $(mh,nh)$. One step changes either $|m|$ or $|n|$ by one, so at least $|m|+|n|$ steps are needed. A path that never turns back needs no more. Each step costs $h/R$, and therefore

$$T_4=\frac{h(|m|+|n|)}{R}=\frac{|x|+|z|}{R}.$$

The spacing has dropped out. At a fixed physical point that remains a node, refinement does not alter $T_4$ at all. With $|x|=r|\cos\theta|$ and $|z|=r|\sin\theta|$,

$$\frac{T_4}{T}=|\cos\theta|+|\sin\theta|.$$

The square of this ratio is $1+|\sin2\theta|$. The ratio is thus 1 along the axes and reaches its largest value, $\sqrt2$, on the diagonals. The factor $\sqrt2$ belongs to the diagonals and not to every direction.

The grid front at time $t$ is $|x|+|z|=Rt$, the lower half of a diamond. On the diagonal $|x|=|z|=Rt/2$, so its reach is $Rt/\sqrt2$, and it trails the circle by $Rt(1-1/\sqrt2)$. This gap grows with time and is independent of $h$. The developed region is a triangle of base $2Rt$ and height $Rt$, with area $(Rt)^2$. The half disc has area $\pi(Rt)^2/2$, so the area ratio is $2/\pi$.

### Which equation the grid solves

The continuum time obeys $|\nabla T|=1/R$, since $T$ rises by $ds/R$ over a distance $ds$ along the front normal. The path model obeys a different rule. The time at a node is the least neighbour time plus one step:

$$T_4(x,z)=\min_{\text{neighbours}}\left[T_4(\text{neighbour})+\frac hR\right].$$

Where $T_4$ is smooth, the neighbour times are $T_4\pm h\,\partial_xT_4$ and $T_4\pm h\,\partial_zT_4$ to first order. The smallest is $T_4-h\max(|\partial_xT_4|,|\partial_zT_4|)$. Inserting it, cancelling $T_4$ and dividing by $h$ gives

$$\max\left(|\partial_xT_4|,|\partial_zT_4|\right)=\frac1R.$$

The point-source times $(|x|+|z|)/R$ satisfy it exactly away from the axes, at every $h$. Where refinement does change the path times, it brings them closer to this equation, which is not the equation of the resist.

For a plane front with unit normal $\mathbf n$ and normal speed $V$, $\nabla T_4=\mathbf n/V$. Hence

$$V=R\max(|n_x|,|n_z|).$$

A flat front parallel to a grid axis moves at the right speed. For $R=100$ nm/s, the computed speed of a front with normal along $(1,1)$ is 70.71 nm/s, and with normal along $(1,2)$ it is 89.44 nm/s. The formula gives the same: $100/\sqrt2$ and $100\times2/\sqrt5$.

The delay depends on the shape of the front as well as on the direction. A plane front with normal $(1,2)$ is late by the factor $100/89.44=1.118$. From a point source, the time in the direction $(1,2)$ is too long by $(1+2)/\sqrt5=1.342$. The face of the diamond met in that direction has its normal along $(1,1)$, so it is the slow diagonal speed that counts there.

### When the rate is not uniform

Now let $R$ be positive and continuous, and let each step cost $h$ times the mean of $1/R$ at its two ends. A grid path consists of pieces parallel to the axes, and its cost approximates $\int(|dx|+|dz|)/R$. Any smooth curve can be followed by staircases with the same sideways and vertical travel, so as $h\to0$

$$T_4\to\min\int\frac{|dx|+|dz|}{R}.$$

For each piece of a curve,

$$(|dx|+|dz|)^2=ds^2+2|dx||dz|,\qquad 0\le2|dx||dz|\le ds^2.$$

The upper limit follows from $(|dx|-|dz|)^2\ge0$. Thus $ds\le|dx|+|dz|\le\sqrt2\,ds$ on every curve. Dividing by $R$, integrating and taking the minimum gives

$$T\le T_4\le\sqrt2\,T$$

for the limiting times. The factor $\sqrt2$ is now a bound, which need not be reached at a given point on the diagonal. It is still approached close to the source, where the rate is nearly uniform.

A rate that falls linearly with depth, $R(z)=R_0-gz$, shows this. Sideways travel costs at least $|x|/R_0$, because the surface is the fastest layer. Downward travel costs at least $\int_0^z dz'/R(z')$. Going along the surface first and then straight down attains both, so

$$T_4=\frac{|x|}{R_0}+\frac1g\ln\frac{R_0}{R(z)}.$$

The continuum time is

$$T=\frac1g\operatorname{arcosh}C,\qquad C=1+\frac{g^2r^2}{2R_0R}.$$

To verify it, differentiate $C=\cosh(gT)$, using $dR/dz=-g$:

$$\partial_xC=\frac{g^2x}{R_0R},\qquad \partial_zC=\frac{g^2}{R_0R}\left(z+\frac{gr^2}{2R}\right).$$

Since $1+gz/R=R_0/R$, the squares add to

$$|\nabla C|^2=\frac{g^4r^2}{R_0^2R^2}\left(\frac{R_0}{R}+\frac{g^2r^2}{4R^2}\right)=\frac{g^2}{R^2}(C^2-1).$$

The last step uses $C^2-1=(C-1)(C+1)$. Also $\nabla C=g\sinh(gT)\nabla T$ and $\sinh^2(gT)=C^2-1$, so $|\nabla T|=1/R$. Near the source $C\approx1+g^2T^2/2$, which gives $T\approx r/R_0$, as it must.

This $T$ is the least time because on any curve $\int ds/R\ge\int\nabla T\cdot d\mathbf r=T$, with equality on a curve that follows $\nabla T$. Such a curve must stay in the film. With $z_c=R_0/g$, the quantity $x_c=(r^2-2zz_c)/(2x)$ is constant along it: $\nabla T$ is parallel to $(x,\,z+gr^2/2R)$, and the product of this vector with $\nabla x_c$ is

$$\frac{x^2-z^2+2zz_c-2z(z_c-z)-r^2}{2x}=0.$$

The curve is therefore an arc of a circle centred at $(x_c,z_c)$. For $x>0$ it descends all the way from the source if $x_c\le0$, that is, if $r^2\le2zz_c$. The formula for $T$ is used under this condition.

### Two changes that leave a polygon

One might multiply all step costs by a common factor $c$. For uniform rate the ratio to the true time then runs from $c$ on the axes to $\sqrt2c$ on the diagonals. The largest relative error is smallest when the two ends err equally, $1-c=\sqrt2c-1$. This gives

$$c=\frac2{1+\sqrt2}=0.828,\qquad 1-c=\frac{\sqrt2-1}{\sqrt2+1}=0.172.$$

An error of 17.2 % of the true time remains, now early on the axes and late on the diagonals.

One might instead add the four diagonal neighbours, with step length $\sqrt2h$. For $x\ge z\ge0$, take $z/h$ diagonal steps and $(x-z)/h$ sideways steps. The length is

$$\ell_8=(x-z)+\sqrt2z=x+(\sqrt2-1)z.$$

No path is shorter, because no step raises $x+(\sqrt2-1)z$ by more than its own length: a sideways step raises it by at most $h$, a vertical one by at most $0.414h$, and a diagonal one by at most $\sqrt2h$. The ratio $\ell_8/r=\cos\theta+(\sqrt2-1)\sin\theta$ is largest where $\tan\theta=\sqrt2-1$, at $\theta=22.5^\circ$, and there equals

$$\sqrt{1+(\sqrt2-1)^2}=1.082.$$

The front is part of an octagon. The computed largest ratio is 1.0824 at both $h=10$ nm and $h=5$ nm. The error is smaller, but refinement does not remove it.

### The same four neighbours with a different rule

The number of neighbours is not the root of the fault. Let $a$ be the earlier of the two sideways neighbour times and $b$ the earlier of the two vertical ones. The path rule uses the smaller of $a$ and $b$ and discards the other. An upwind gradient rule uses both as slopes:

$$\left(\frac{T-a}{h}\right)^2+\left(\frac{T-b}{h}\right)^2=\frac1{R^2}.$$

With $q=h/R$ this is $2T^2-2(a+b)T+a^2+b^2-q^2=0$. The larger root is

$$T=\tfrac12\left[a+b+\sqrt{2q^2-(a-b)^2}\right].$$

It is chosen because the new time must be later than both $a$ and $b$, which holds if $|a-b|<q$. Otherwise developer arrives from one side only, and $T=\min(a,b)+q$. At the first diagonal node $a=b=q$, so $T=(1+1/\sqrt2)q=1.71q$. The path rule gives $2q$, and the true time is $1.41q$.

The remaining error does vanish with $h$. For uniform rate write $RT=r+e$, where $e$ is a small length error. A backward difference of a function $u$ is $u_x-\tfrac h2u_{xx}$ to this order. Inserting $u=r+e$ in the rule and keeping first-order terms gives

$$1+2\frac{\partial e}{\partial r}-h\left(r_xr_{xx}+r_zr_{zz}\right)=1.$$

In the quadrant $x,z>0$, $r_x=\cos\theta$, $r_z=\sin\theta$, $r_{xx}=\sin^2\theta/r$ and $r_{zz}=\cos^2\theta/r$. Hence

$$\frac{\partial e}{\partial r}=\frac{h}{2r}\cos\theta\sin\theta(\cos\theta+\sin\theta).$$

The expansion fails within a few spacings of the source, where the front is sharply curved. Integrating outward from a distance of order $h$ gives, at leading order,

$$e=\frac h2\cos\theta\sin\theta(\cos\theta+\sin\theta)\ln\frac rh+O(h).$$

At a fixed point off the axes the relative error $e/r$ tends to zero, though somewhat more slowly than $h$ because of the logarithm. The first diagonal node keeps its error of 21 % at every spacing, but that node moves into the source as $h\to0$.

### The numbers for a 600 nm film

Take a film 600 nm thick with $R=100$ nm/s, opened by a slit in an insoluble skin. The slit is treated as a point in the cross-section. At $x=z=300$ nm,

$$T=\frac{\sqrt{300^2+300^2}}{100}=4.24\ \text{s},\qquad T_4=\frac{300+300}{100}=6.00\ \text{s}.$$

The path computation returns 6.0000 s at $h=25$, 10, 5 and 2.5 nm. Meanwhile the staircase's distance from the chord shrinks from 17.68 to 1.77 nm. The positions converge and the time does not.

At 5 s the true front has a radius of 500 nm. The diamond reaches 353.6 nm on the diagonal, 146.4 nm short. Counting developed nodes at $h=2.5$ nm, with half weight on the surface, gives 251253 nm² against 392699 nm² for the half disc, a ratio of 0.640. The limit is $2/\pi=0.637$. The small excess comes from the counting: with $N=500/2.5=200$, a full diamond including its edge holds $(N+1)^2+N^2$ nodes. Half of that is $N^2+N+\tfrac12$, which exceeds $N^2$ by 0.5 %.

The gradient rule at the same point gives 4.358 s at $h=10$ nm and 4.250 s at $h=0.3125$ nm. Its error falls from 2.7 % to 0.17 % of the true time. On the diagonal the error law predicts that $e/h$ grows by $(\sqrt2/4)\ln2=0.2451$ per halving of $h$. The last halving gives 0.2425, which agrees to about 1 %.

### Beside a real resist

These values are rough ones for an exposed novolac resist of the kind used at a wavelength of 365 nm. The geometry is less typical: a 20 nm slit is far narrower than that wavelength prints, and it serves here as a nearly pointlike opening. The assumption that moves the time most, among the effects sized here, is uniform rate, provided the rate depends on developer concentration less steeply than about the seventh power (see developer supply below). With a mean absorption of 0.3 µm⁻¹ and a rate varying as the square of the dose, the rate at the film base is $100\,e^{-2\times0.3\times0.6}=69.8$ nm/s. A linear fall between surface and base, used here as an approximation to the exponential one, has $g=(100-69.8)/600=0.0503$ s⁻¹, and $R=84.9$ nm/s at 300 nm depth. With this linear fall the continuum time rises by 8.3 % to 4.59 s (the exponential fall itself would give 9.4 % and 4.64 s), and the path time is $3.00+\ln(100/84.9)/0.0503=6.25$ s. Their ratio is 1.36, inside the bound $\sqrt2$. The gradient rule gives 4.60 s.

The other effects are smaller for these inputs:

- **Standing waves.** A substrate reflectivity of 1 %, which on silicon requires an antireflective layer, means an amplitude ratio of 0.1 and a dose ripple of $\pm2(0.1)/(1+0.01)=\pm19.8$ %. Its period is $P=365/(2\times1.7)=107.4$ nm for a refractive index of 1.7. If the bake blurs this pattern as a Gaussian of width $\sigma=40$ nm, the dose ripple is multiplied by $e^{-2\pi^2\sigma^2/P^2}=0.065$, which leaves $\pm1.3$ % well inside the film. The rate varies as the square of the dose, so the rate ripple there is twice as large, $\pm2.6$ %. Near the film faces, which the diffusing species is taken not to cross, the dose can still be off by up to about 9 %, depending on the phase of the pattern. This shifts the arrival time at the diagonal point by up to about 2.5 %.
- **Slit width.** Starting from the edge of the slit, 10 nm nearer in the sideways direction, shortens the straight path by 7 nm and gives 4.17 s, or 1.7 % earlier.
- **Developer supply.** Steady diffusion through the half cylinder, the slit and a 10 µm stagnant layer leaves the developer about 3 % weaker at the 5 s front (2.7 % if the flow is taken as radial right up to the slit). This assumes a diffusivity of $10^{-9}$ m²/s, a supply of 260 mol/m³ and $10^4$ mol/m³ of sites, each consuming one base. The rate can fall by more than the concentration does. With the slit geometry that gives the 3 % figure, if it varied as the fifth power of the concentration, arrival at the diagonal point would be about 6 % later; above about the seventh power, this delay would exceed the 8.3 % found for absorption with the linear fall, and somewhat above the eighth power the 9.4 % of the exponential one. The exponent is not fixed by anything here and can be high for a novolac resist; at the twelfth power the delay would be 13 to 14 %, and supply would be the largest of these effects.
- **Skin and temperature.** A skin dissolving at 1 nm/s loses 5 of its 20 nm from above in 5 s, and at most 5 nm more from below where it is undercut, so it is not broken through. A thermal barrier of 0.2 eV, an assumed size, would change the rate by 2.7 % for 1 K.

The 41 % delay on the diagonal is larger than any of these shifts. If $R$ were raised to make the diagonal time right, the axial times would become too short by the factor $\sqrt2$. A fitted rate would then hide an error of the grid in a property of the resist. The numerical output below lists the values for each spacing.

## Computed results

```
Film thickness 600 nm, rate 100 nm/s
Observation point x = 300 nm, z = 300 nm
Continuum arrival time there: 4.2426 s
Continuum front radius at 5 s: 500.0 nm
h=25.0 nm: path time 6.0000 s, ratio 1.4142, diagonal reach 353.6 nm, staircase off chord 17.68 nm
h=10.0 nm: path time 6.0000 s, ratio 1.4142, diagonal reach 353.6 nm, staircase off chord 7.07 nm
h= 5.0 nm: path time 6.0000 s, ratio 1.4142, diagonal reach 353.6 nm, staircase off chord 3.54 nm
h= 2.5 nm: path time 6.0000 s, ratio 1.4142, diagonal reach 353.6 nm, staircase off chord 1.77 nm
Diagonal shortfall of the front: 146.4 nm
Developed area by node count, h=2.5 nm: 251253 nm^2
Continuum area: 392699 nm^2
Area ratio: counted 0.6398, limit 0.6366
Best cost factor 0.8284, remaining error 17.16 %
Eight neighbours, h=10 nm: largest ratio 1.0824
Eight neighbours, h=5 nm: largest ratio 1.0824
Angle of largest ratio from nearest axis: 22.5 deg
Plane front, normal along (1,1): grid speed 70.71 nm/s
Plane front, normal along (1,2): grid speed 89.44 nm/s
Point source, direction (1,2): time ratio 1.3416
Gradient update, h=10.0000 nm: time 4.3577 s, error 2.712 %
Gradient update, h= 5.0000 nm: time 4.3114 s, error 1.620 %
Gradient update, h= 2.5000 nm: time 4.2828 s, error 0.947 %
Gradient update, h= 1.2500 nm: time 4.2657 s, error 0.543 %
Gradient update, h= 0.6250 nm: time 4.2557 s, error 0.307 %
Gradient update, h= 0.3125 nm: time 4.2499 s, error 0.171 %
Growth of (length error)/h per halving: 0.2425, law 0.2451
Absorption 0.3 /um, rate exponent 2: rate at film base 69.8 nm/s
Graded rate: continuum 4.5947 s, path 6.2525 s, ratio 1.3608
Graded rate, gradient update: 4.6021 s
Continuum delay from absorption: 8.3 %
Standing wave: wavelength 365 nm, index 1.7, reflectivity 1 %, period 107.4 nm
Dose ripple +-19.8 %; after 40 nm bake diffusion, rate ripple +-2.6 %
Slit 20 nm wide: arrival from its edge 4.1725 s
Supply inputs: D=1e-09 m^2/s, sites 10000, base 260 mol/m^3, layer 10 um
Developer depletion at the 5 s front: 2.7 %
Skin lost in 5 s at 1 nm/s: 5 nm of 20 nm
Rate change for 1 K at 296 K, barrier 0.2 eV: 2.7 %
```
